# Why hydride bridges between aluminium atoms outbind methyl bridges

**Question.** Two aluminium atoms, each short of electrons, can be joined through hydrogen atoms or through methyl groups. Either way, one electron pair holds three centres together. Why is the hydride bridge often the stronger, and how much of the difference comes from the shapes of the hydrogen 1s and carbon orbitals?

**Answer.**

### What strength means here

A three-coordinate alane has three bonding pairs and an empty valence orbital on the metal. When two such monomers dimerize, each gives up one terminal Al–X bond, and two Al–X–Al bridges form. Four electrons held two terminal bonds before; the same four hold two bridges afterwards. Each bridge therefore replaces one terminal bond, and its strength is the energy gained in that replacement. This differs from the energy needed to tear X away from the metal. A ligand can form a strong terminal bond and still gain little by bridging.

A first question is how well a ligand keeps its overlap when it must serve two metals. A 1s orbital is spherical, so its overlap with a metal orbital does not depend on which way the hydrogen "faces". A methyl group binds through a carbon hybrid with a lobe. In a symmetric bridge the lobe points between the metals and directly at neither.

### Energy of a three-centre pair

Let the bridge use one hybrid on each metal, $m_1$ and $m_2$, and one ligand orbital $x$, all normalized. Write $S=\langle m_1|x\rangle=\langle m_2|x\rangle$ and $s=\langle m_1|m_2\rangle$, with phases chosen so that both are positive. The eigenvector of the overlap matrix in which the metals are in phase has the form $(1,1,v)$. With eigenvalue $\sigma=1+\mu$, its rows give

$$s+Sv=\mu,\qquad 2S=\mu v .$$

Substituting $v=2S/\mu$ in the first equation gives $\mu^2-s\mu-2S^2=0$. The positive root is the greatest eigenvalue, since the out-of-phase metal combination has $\mu=-s$:

$$\sigma_b=1+\frac{s}{2}+\sqrt{\frac{s^2}{4}+2S^2}.$$

A terminal bond with overlap $S_t$ has $\sigma_t=1+S_t$.

To turn overlaps into energies, take first the simplest one-electron model. All orbitals have the same energy $\alpha<0$, and the off-diagonal elements are $K\alpha S_{ij}$ with $K>1$. The Hamiltonian matrix is then

$$\mathbf H=\alpha\left[(1-K)\mathbf 1+K\mathbf S\right].$$

An eigenvector $\mathbf c$ of $\mathbf S$ also solves $\mathbf H\mathbf c=e\,\mathbf S\mathbf c$, because both sides are multiples of $\mathbf c$. Hence $e\sigma=\alpha[(1-K)+K\sigma]$, or

$$e=\alpha\left[K-\frac{K-1}{\sigma}\right].$$

Since $\alpha$ is negative, the largest $\sigma$ gives the lowest level. Two electrons move from the terminal level to the bridge level, so the gain per bridge is

$$W=2(e_t-e_b)=2(K-1)|\alpha|\left(\frac1{\sigma_t}-\frac1{\sigma_b}\right).$$

### Why a modest loss of overlap matters

Set $s=0$ for a moment. Then $\sigma_b=1+\sqrt2\,S$, and $W$ is positive if and only if $\sqrt2\,S>S_t$. With the retention $r=S/S_t$, the condition is $r>1/\sqrt2\approx0.71$. The factor $\sqrt2$ is the benefit of having two metals; stretching and misdirection must not use it up.

For small overlaps $1/\sigma\approx1-(\sigma-1)$, and therefore

$$W\approx2(K-1)|\alpha|\,S_t\,(\sqrt2\,r-1).$$

In this limit the gain is a difference between two larger quantities, so a small relative loss in $r$ becomes a larger relative loss in $W$. Orbital direction can then matter for bridging even when the overlap itself changes by only about a tenth. Metal–metal overlap can weaken this amplification, as the numbers below show.

### Direction enters through the carbon p orbital

Let $\delta$ be half the Al–X–Al angle. The carbon lobe lies on the bisector, at angle $\delta$ to each Al–C bond. Let $\varepsilon$ be the angle between a metal hybrid and its bond. Choose a unit vector $\mathbf u$ from ligand to metal and a perpendicular vector $\mathbf w$ in the ring plane. With $\mathbf w$ pointing out of the ring, the lobe directions are

$$\mathbf n_X=\cos\delta\,\mathbf u-\sin\delta\,\mathbf w,\qquad
\mathbf n_M=-\cos\varepsilon\,\mathbf u+\sin\varepsilon\,\mathbf w .$$

Write the metal hybrid as $a\,s+b\,p$ and the ligand hybrid as $c\,s+d\,p$. The aligned overlaps are $S_{ss}$, $S_{sp}$, $S_{ps}$ and $S_{pp}$, with the metal orbital named first and p lobes facing each other; $S_\pi$ is the overlap of parallel p orbitals perpendicular to the bond. The two p components along $\mathbf u$ have opposite signs because the lobes face each other, so they contribute $+\cos\delta\cos\varepsilon\,S_{pp}$. The components along $\mathbf w$ also have opposite signs, but $S_\pi$ is defined for parallel orbitals, so they contribute $-\sin\delta\sin\varepsilon\,S_\pi$. Altogether

$$\begin{aligned}
S={}&ac\,S_{ss}+ad\cos\delta\,S_{sp}+bc\cos\varepsilon\,S_{ps}\\
&+bd\left(\cos\delta\cos\varepsilon\,S_{pp}-\sin\delta\sin\varepsilon\,S_\pi\right).
\end{aligned}$$

For hydrogen $c=1$ and $d=0$, and $\delta$ drops out:

$$S_{\rm H}=a\,S_{ss}+b\cos\varepsilon\,S_{ps}.$$

The metal hybrid may still be misaligned, but the ligand pays no directional price. For carbon, the p terms shrink with $\cos\delta$. As $\delta\to0$ this loss vanishes, but the two metals would then coincide. As $\delta\to90^\circ$, with $\varepsilon=0$, nothing remains but the carbon s part. A more acute bridge angle therefore spares the overlap and brings the metals together. What keeps the angle from closing further is not contained in this formula.

### A molecule that can choose

Methylalane, CH₃AlH₂, offers a direct comparison. It can dimerize through two hydrides, leaving the methyl groups terminal, or through two methyl groups, leaving the hydrides terminal. The dimers are isomers, so their energy difference does not depend on the monomer energy.

The energies below are from frozen-core second-order perturbation theory (MP2) in the def2-SVP basis. The Al–X distance, the Al–X–Al angle and the tilt of a bridging methyl group were each adjusted by one parabolic step. The C–H length (1.10 Å), the methyl shape and the terminal angle (125°) were held fixed, and the terminal bond lengths were taken from the monomer.

The hydride bridge has Al–H = 1.734 Å and an angle of 97.9°. The methyl bridge has Al–C = 2.148 Å and an angle of 73.9°. The Al–Al distances are similar, 2.62 and 2.58 Å.

### The overlaps in numbers

Use free-atom valence orbitals and an sp³ hybrid on each metal in the bridge, so $a=0.500$ and $b=0.866$. The two hybrids of one metal make 54.7° with the Al–Al line, while the bond makes $90^\circ-\delta$ with it. Thus $\varepsilon=54.7^\circ-(90^\circ-\delta)$, which is 13.7° for hydride and 1.7° for methyl. The hydride ring suits the metal hybrids less well.

For hydrogen, $S_{ss}=0.420$ and $S_{ps}=0.550$ give

$$S_{\rm H}=0.500(0.420)+0.866(0.972)(0.550)=0.673 .$$

For carbon sp³, $c=0.500$, $d=0.866$ and $\delta=36.9^\circ$. The four terms of the general formula, in order, are

$$S_{\rm C}=0.070+0.098+0.202+0.134=0.504 .$$

Direct numerical integration of the orbitals in the three-centre geometry agrees with the angular formula to better than $10^{-7}$ in both cases.

The terminal overlaps, with an sp² metal hybrid, are 0.735 for hydrogen and 0.601 for carbon. The retentions are therefore

$$r_{\rm H}=\frac{0.673}{0.735}\approx0.92,\qquad r_{\rm C}=\frac{0.504}{0.601}\approx0.84 .$$

To isolate direction, imagine a carbon lobe that faces each metal in turn, at unchanged distances. Its overlap would be 0.566 and its retention $0.566/0.601=0.94$, above that of hydrogen. The actual lobe keeps a fraction 0.891 of this overlap. With carbon held at sp³, then, direction is what puts its retention below hydrogen's. Rehybridization can change this. If carbon takes the best s–p mixture in both the terminal and the bridging position, its retention is 0.869, still below hydrogen's. If it stays sp³ in the terminal position but takes more s character in the bridge, the deficit shrinks, and at about 40% s it is gone. The C–H bonds would then have less s character, a cost this model leaves out.

### From overlap to energy: where the simple model fails

The model treats each bridge separately and leaves out the overlap between the two bridges of the ring, so its gains serve for comparison and are not bond energies. Take $K=1.75$ and $\alpha=-10$ eV as round model values, so that $2(K-1)|\alpha|=15$ eV. Without metal–metal overlap, the gains are 0.96 eV per hydride bridge and 0.61 eV per methyl bridge. Nearly all of this difference comes from the retentions: carbon's terminal overlap combined with hydrogen's retention would give 0.93 eV.

The metal–metal overlap is not small, however: $s=0.556$ for hydride and 0.564 for methyl. Including it gives

$$W_{\rm H}=15\left(\frac1{1.735}-\frac1{2.269}\right)\approx2.0\ {\rm eV},\qquad
W_{\rm C}=15\left(\frac1{1.601}-\frac1{2.049}\right)\approx2.0\ {\rm eV}.$$

With these orbitals the advantage of hydride has disappeared. The tie itself depends on the orbitals chosen: nodeless Slater orbitals (exponents 1.167 for Al, 1.625 for C and 1.3 for H) give 2.06 and 1.95 eV, a small lead for hydride. Direction still costs the methyl bridge energy, since the imaginary facing lobe would gain 2.33 eV instead of 2.05 eV. This is a loss of 12%; without metal–metal overlap the same misdirection would lower the gain from 1.04 to 0.61 eV, a loss of 41%. At this level of description, that cost removes a lead which methyl would otherwise have, but it leaves hydride level with methyl or only slightly ahead.

The reason to distrust the tie is visible in the levels. The in-phase metal combination $(m_1+m_2)/\sqrt{2(1+s)}$ has energy

$$e_M=\alpha_M\frac{1+Ks}{1+s}.$$

With $\alpha_M=-10$ eV and $s=0.556$, $e_M=-12.7$ eV, which lies below the ligand level at $-10$ eV. The model has made the metal pair the better home for the electrons, contrary to the polarity of Al–H and Al–C bonds.

Now let the metal level be $-8$ eV and the ligand level $-13$ eV, the same for both ligands, and use $KS_{ij}(\alpha_i+\alpha_j)/2$ for the off-diagonal elements. Then $e_M=-10.1$ eV, above the ligand level, as it should be. The bridge gains become 0.69 eV for hydride and 0.43 eV for methyl, and hydride leads again. Direction matters here too: a carbon lobe facing each metal would put methyl slightly ahead. The size of the lead depends on the levels; the near tie at equal levels shows that it is not a consequence of overlap alone. The model also gives the sp² terminal hybrid and the sp³ bridge hybrid of the metal the same level. Placing them at $-8.43$ and $-7.95$ eV lowers the gains to 0.26 and 0.05 eV, with the order unchanged.

The overlap of the ligand with the normalized in-phase metal combination helps to read this result:

$$G=\frac{\langle m_1+m_2|x\rangle}{\sqrt{2(1+s)}}=\frac{\sqrt2\,S}{\sqrt{1+s}} .$$

For hydride $G=0.76$, slightly above its terminal overlap of 0.735. For methyl $G=0.57$, below its terminal 0.601. By this measure, hydride keeps its overlap better than methyl does. The changes themselves are small and depend on the hybrids chosen for the metal.

### What the molecular calculation says

The MP2 energies do not rely on the hybrid model. After correction for basis-set superposition, dimerization changes the energy by

- $-133$ kJ/mol through two hydrides, or about $-66$ kJ/mol per bridge;
- $-39$ kJ/mol through two methyl groups, or about $-20$ kJ/mol per bridge.

The hydride-bridged isomer is lower by

$$133-39=94\ {\rm kJ/mol}\quad(0.97\ {\rm eV}).$$

Without the superposition correction the difference is 80 kJ/mol. The correction thus shifts it by about 13 kJ/mol, and the error left by the small basis may be larger and of either sign. In the larger def2-TZVP basis, at the same geometries, the uncorrected difference is 72 kJ/mol. The value of 94 kJ/mol is therefore probably too high, perhaps by about 20 kJ/mol, but the order of the isomers is the same. The fixed methyl shape also matters: in def2-SVP, changing the angle between the C–H bonds and the methyl axis from 70° to 65° lowers the methyl-bridged dimer by 4 kJ/mol, while a change to 68° lowers the hydride-bridged dimer by 1 kJ/mol. Relaxing this coordinate would probably narrow the gap by a few kJ/mol more. Correlation matters more for the methyl bridge: it deepens the uncorrected dimerization energy by 55 kJ/mol, against 34 kJ/mol for hydride. It therefore narrows the gap and is not the source of hydride's advantage.

A separate calculation probes direction in the molecule. In the monomer, the methyl group was turned rigidly about its carbon by $\delta=36.9^\circ$, out of the AlH₂ plane, with the Al–C distance fixed. With one C–H bond initially in the AlH₂ plane, this costs 47 kJ/mol; rotating the methyl group about its own axis first changes the cost by a few kJ/mol. A lone hydrogen has no orientation to turn. The cost includes repulsion between the C–H bonds and the metal group as well as lost overlap, so it cannot be assigned to overlap alone or simply added up over the bridges. The same caution applies to the 94 kJ/mol, which also contains polarity, repulsion and the exchange of terminal ligands.

### The real precursor and the limits of the rule

Dimethylaluminium hydride, used to deposit aluminium films, has one more methyl group on each metal than the model molecule. It associates through hydride bridges, in line with the preference found here. Trimethylaluminium has no hydride to offer and forms methyl-bridged dimers. At a rough deposition temperature of 500 K, $RT=4.2$ kJ/mol, so the isomer difference is roughly $20\,RT$. Reversing the preference would require an entropy advantage of roughly $72/500=0.14$ to $94/500=0.19$ kJ/(mol K) for the methyl-bridged isomer, if zero-point and thermal energies are ignored. Those terms, the extra methyl groups and full relaxation of the geometry were not evaluated. In a reactor, precursor molecules also dissociate and meet a surface; an energy difference between two isolated dimers does not predict a growth rate.

The explanation applies to symmetric bridges held by one electron pair, with metals that have an empty orbital to offer. A ligand with a further lone pair can bind the second metal with another pair of electrons, and the comparison above no longer describes it. For other metals, the bridge angle, the metal–metal overlap and the level difference all change. The spherical 1s orbital removes one cost of bridging; whether that settles the order depends on the other terms. The main computed values are in the numerical output below.

## Computed results

```
Level: frozen-core density-fitted MP2, def2-SVP
Fixed C-H 1.10 A, umbrella 70 deg, terminal angle 125 deg
Monomer Al-C, Al-H: 1.967, 1.583 A
H bridge: Al-X 1.734 A, Al-X-Al 97.9 deg, Al-Al 2.616 A
CH3 bridge: Al-X 2.148 A, Al-X-Al 73.9 deg, Al-Al 2.582 A
Tilt of bridging CH3: 0.1 deg
H-bridged dimerization, HF: -115.2 kJ/mol
H-bridged dimerization, MP2: -149.1 kJ/mol
  superposition correction: 16.2 kJ/mol
  corrected: -132.9; per bridge -66.5 kJ/mol
CH3-bridged dimerization, HF: -13.5 kJ/mol
CH3-bridged dimerization, MP2: -68.8 kJ/mol
  superposition correction: 29.5 kJ/mol
  corrected: -39.3; per bridge -19.6 kJ/mol
Isomer difference, uncorrected MP2: 80.4 kJ/mol
Isomer difference, corrected: 93.7 kJ/mol = 0.971 eV
Cost of turning CH3 by delta in monomer: 46.8 kJ/mol
Density-fitting error, monomer: 0.944 kJ/mol
Thermal energy RT at 500 K: 4.16 kJ/mol
H: delta 49.0 deg, eps 13.7 deg
  aligned ss, sp, ps, pp, pi: 0.420, 0.000, 0.550, 0.000, 0.000
  terminal S 0.735, bridge S 0.673, retention 0.915
  metal-metal overlap 0.556; sigma terminal 1.735, bridge 2.269
  model gain, equal levels: 2.035 eV
  model gain without metal-metal overlap: 0.957 eV
  model gain, polar levels: 0.690 eV
  quadrature minus angular formula: 7.6e-09
CH3: delta 36.9 deg, eps 1.7 deg
  aligned ss, sp, ps, pp, pi: 0.281, 0.282, 0.467, 0.229, 0.227
  terminal S 0.601, bridge S 0.504, retention 0.838
  metal-metal overlap 0.564; sigma terminal 1.601, bridge 2.049
  model gain, equal levels: 2.046 eV
  model gain without metal-metal overlap: 0.611 eV
  model gain, polar levels: 0.425 eV
  quadrature minus angular formula: 2.4e-08
Carbon lobe facing each Al: S 0.566, directional factor 0.891
Model gain with carbon lobe facing each Al: 2.328 eV
Carbon retention with best s-p mixture: 0.869
Model K 1.75; equal level -10 eV; polar levels Al -8, ligand -13 eV
```
